# A failing check and its repair

Subject: Phonon Overlap and Acoustic Mobility of a Fang-Howard Inversion Layer.

```python
"""
Result under test: for psi(z) = sqrt(b^3/2) z exp(-b z/2), z > 0,
    F = integral psi^4 dz = 3 b / 16,
and the acoustic-phonon mobility of a single subband is
    mu = e hbar^3 rho c^2 / (m^2 D^2 kB T F), proportional to the width 1/F.
Symbols: b inverse decay length, m in-plane mass, m_z mass normal to the
interface, D deformation potential, rho mass density, c sound speed,
N_s inversion density, N_d depletion density, eps silicon permittivity.
The example is a silicon (100) inversion layer with rough typical parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros

e, hbar, m0, pi = sc.e, sc.hbar, sc.m_e, np.pi
T = 300.0
kT = sc.k * T
m_t, m_l = 0.19 * m0, 0.916 * m0
m, m_z = m_t, m_l
D = 12.0 * e
rho, c = 2329.0, 9000.0
eps_r, eps_ox_r = 11.7, 3.9
eps = eps_r * sc.epsilon_0
N_d, N_s = 1.0e16, 5.0e16
N_A = 1.0e23


def b_formula(n_inv, n_dep):
    n_star = n_dep + 11 * n_inv / 32
    return (12 * m_z * e**2 * n_star / (eps * hbar**2)) ** (1 / 3)


def acoustic_rate(form_factor):
    return m * D**2 * kT * form_factor / (hbar**3 * rho * c**2)


def mobility(form_factor):
    return e / (m * acoustic_rate(form_factor))


b = b_formula(N_s, N_d)
F = 3 * b / 16

# Overlap integral in real space and in phonon wave-number space (x = b z).


def density_x(x):
    return 0.5 * x**2 * np.exp(-x)


norm = quad(density_x, 0, 60)[0]
mean_x = quad(lambda x: x * density_x(x), 0, 60)[0]
F_real = b * quad(lambda x: density_x(x) ** 2, 0, 60)[0]
x_grid = np.linspace(0, 50, 5001)
s_grid = np.linspace(0, 20, 801)
transform = np.array([simpson(density_x(x_grid) * np.exp(1j * s * x_grid),
                              x=x_grid) for s in s_grid])
overlap_numeric = np.abs(transform) ** 2
F_wave = b * simpson(overlap_numeric, x=s_grid) / pi
assert abs(norm - 1) < 1e-9 and abs(mean_x - 3) < 1e-8
assert abs(F_real / F - 1) < 1e-8
assert np.max(np.abs(overlap_numeric - (1 + s_grid**2) ** -3)) < 1e-6
assert abs(F_wave / F - 1) < 1e-5

# Golden-rule momentum relaxation rate by explicit summation over final
# energy, angle and q_z, with a narrow Gaussian for energy conservation.


def golden_rule_rate(energy, b_val, phonon_energy, coupling_sq, density):
    d_e, d_a, d_q = 0.02 * kT, pi / 24, 0.1 * b_val
    final = ((np.arange(700) + 0.5) * d_e)[:, None, None]
    cosine = np.cos((np.arange(24) + 0.5) * d_a)[None, :, None]
    qz = ((np.arange(80) + 0.5) * d_q)[None, None, :]
    k_i = np.sqrt(2 * m * energy) / hbar
    k_f = np.sqrt(2 * m * final) / hbar
    q = np.sqrt(k_i**2 + k_f**2 - 2 * k_i * k_f * cosine + qz**2)
    w = phonon_energy(q)
    bose = 1 / np.expm1(w / kT)
    width = 0.05 * kT

    def delta(u):
        return np.exp(-0.5 * (u / width) ** 2) / (width * np.sqrt(2 * pi))

    conserve = (bose * delta(final - energy - w)
                + (bose + 1) * delta(final - energy + w))
    matrix_sq = hbar**2 * coupling_sq(q) / (2 * density * w)
    overlap = (1 + (qz / b_val) ** 2) ** -3
    total = np.sum(matrix_sq * overlap * conserve * (1 - k_f * cosine / k_i))
    measure = 4 * (m / hbar**2) * d_e * d_a * d_q / (2 * pi) ** 3
    return 2 * pi / hbar * total * measure


slow = 0.02
ratios_elastic = []
for b_test in (b, 2 * b):
    brute = golden_rule_rate(2 * kT, b_test, lambda q: hbar * slow * c * q,
                             lambda q: D**2 * q**2, rho / slow**2)
    ratios_elastic.append(brute / acoustic_rate(3 * b_test / 16))
assert max(abs(r - 1) for r in ratios_elastic) < 5e-3, ratios_elastic

# Same sum at the real sound speed: size of the inelastic correction.
x_inel = np.arange(16) * 0.5 + 0.25
rate_inel = np.array([golden_rule_rate(x * kT, b, lambda q: hbar * c * q,
                                       lambda q: D**2 * q**2, rho)
                      for x in x_inel])
w_inel = x_inel * np.exp(-x_inel)
inelastic_ratio = (np.sum(w_inel * acoustic_rate(F) / rate_inel)
                   / np.sum(w_inel))

# An energy-independent relaxation time survives the degenerate average.
N_2D = 2 * m * kT / (pi * hbar**2)
eta = np.log(np.expm1(N_s / N_2D))
top = quad(lambda x: x / (4 * np.cosh((x - eta) / 2) ** 2), 0, 60)[0]
bottom = quad(lambda x: 1 / (np.exp(x - eta) + 1), 0, 60)[0]
assert abs(top / bottom - 1) < 1e-7

# Variational b from a numerically evaluated total energy per electron.


def energy_parts(b_val):
    z = np.linspace(0, 45 / b_val, 6001)
    psi = np.sqrt(b_val**3 / 2) * z * np.exp(-b_val * z / 2)
    slope = np.gradient(psi, z, edge_order=2)
    kinetic = hbar**2 / (2 * m_z) * simpson(slope**2, x=z)
    depletion = e**2 * N_d / eps * simpson(z * psi**2, x=z)
    enclosed = cumulative_trapezoid(psi**2, z, initial=0)
    v_inv = e**2 * N_s / eps * cumulative_trapezoid(1 - enclosed, z, initial=0)
    return kinetic, depletion, 0.5 * simpson(v_inv * psi**2, x=z)


best = minimize_scalar(lambda s: sum(energy_parts(s * 1e9)) / e,
                       bounds=(0.5, 6), method="bounded",
                       options={"xatol": 1e-7})
b_numeric = best.x * 1e9
assert abs(b_numeric / b - 1) < 5e-4, b_numeric / b
parts = np.array(energy_parts(b)) / e
parts_formula = np.array([hbar**2 * b**2 / (8 * m_z), 3 * e**2 * N_d / (eps * b),
                          33 * e**2 * N_s / (32 * eps * b)]) / e
assert np.max(np.abs(parts / parts_formula - 1)) < 1e-3

# Finite-difference Hartree solution with a hard wall; units eV and nm.
h, n_grid = 0.03, 1000
z_nm = h * np.arange(n_grid + 1)


def levels(potential, mass, count):
    t = hbar**2 / (2 * mass) / e * 1e18 / h**2
    values, vectors = eigh_tridiagonal(
        2 * t + potential[1:], -t * np.ones(n_grid - 1),
        select="i", select_range=(0, count - 1))
    dens = np.vstack([np.zeros(count), vectors**2 / h])
    return values, dens


def hartree(n_inv, n_dep):
    field_unit = e / eps * 1e-9
    x = b_formula(n_inv, n_dep) * 1e-9 * z_nm
    dens = density_x(x)
    dens = dens / (h * dens.sum())
    for _ in range(80):
        enclosed = cumulative_trapezoid(dens, dx=h, initial=0)
        v = field_unit * (n_dep * z_nm + n_inv * cumulative_trapezoid(
            1 - enclosed, dx=h, initial=0))
        values, new = levels(v, m_z, 1)
        change = np.max(np.abs(new[:, 0] - dens))
        dens = 0.5 * dens + 0.5 * new[:, 0]
    assert change < 1e-7, change
    return v, values[0], dens, h * np.sum(dens**2) * 1e9


_, e_tri, _, _ = hartree(0.0, N_s)
airy = -ai_zeros(1)[0][0]
e_airy = airy * (hbar**2 / (2 * m_z)) ** (1 / 3) * (e**2 * N_s / eps) ** (2 / 3) / e
assert abs(e_tri / e_airy - 1) < 2e-3

v_h, _, dens_h, F_h = hartree(N_s, N_d)
F_h8 = hartree(8 * N_s, 8 * N_d)[3]
assert abs(F_h8 / F_h / 2 - 1) < 5e-3, F_h8 / F_h
# The trial function has too long a tail, so only rough agreement is claimed.
assert abs(F / F_h - 1) < 0.25, F / F_h

# Local exponent of mobility against effective field at fixed N_d.
E_eff = e * (N_d + N_s / 2) / eps
exponent = -(11 * N_s / 32 / (N_d + 11 * N_s / 32)
             / (N_s / 2 / (N_d + N_s / 2))) / 3
n_lo, n_hi = 0.9 * N_s, 1.1 * N_s
exponent_h = (np.log(hartree(n_lo, N_d)[3] / hartree(n_hi, N_d)[3])
              / np.log((N_d + n_hi / 2) / (N_d + n_lo / 2)))
assert abs(exponent_h - exponent) < 0.03, (exponent_h, exponent)

# Subband occupation in the frozen Hartree potential.
E_two, dens_two = levels(v_h, m_l, 8)
E_four, dens_four = levels(v_h, m_t, 8)
m_four = np.sqrt(m_l * m_t)
kT_eV = kT / e


def populations(fermi):
    two = N_2D * np.logaddexp(0, (fermi - E_two) / kT_eV)
    four = (4 * m_four * kT / (pi * hbar**2)
            * np.logaddexp(0, (fermi - E_four) / kT_eV))
    return two, four


fermi = brentq(lambda f: sum(p.sum() for p in populations(f)) - N_s, -1, 2)
pop_two, pop_four = populations(fermi)
gap_two = (E_two[1] - E_two[0]) * e
gap_four = (E_four[0] - E_two[0]) * e
F_01 = h * np.sum(dens_two[:, 0] * dens_two[:, 1]) * 1e9
F_04 = h * np.sum(dens_two[:, 0] * dens_four[:, 0]) * 1e9

# Scattering left out of the model, for electrons starting in subband 0.
w_g, D_g = 0.062 * e, 11e10 * e
w_f, D_f = 0.059 * e, 2e10 * e


def intervalley_rate(energy, w, coupling, mass, form, valleys, offset):
    bose = 1 / np.expm1(w / kT)
    strength = valleys * coupling**2 * mass * form / (2 * rho * w * hbar)
    return strength * (bose * (energy + w > offset)
                       + (bose + 1) * (energy - w > offset))


brute_g = golden_rule_rate(4 * kT, b, lambda q: w_g + 0 * q,
                           lambda q: D_g**2 + 0 * q, rho)
ratio_g = brute_g / intervalley_rate(4 * kT, w_g, D_g, m, F, 1, 0.0)
assert abs(ratio_g - 1) < 5e-3, ratio_g

rough_h, rough_l = 0.3e-9, 1.5e-9
en = (np.arange(4000) + 0.5) * 0.005 * kT
angle = (np.arange(60) + 0.5) * pi / 60
q2 = 4 * m * en[:, None] / hbar**2 * (1 - np.cos(angle))
spectrum = pi * (rough_h * rough_l) ** 2 * np.exp(-q2 * rough_l**2 / 4)
rate_rough = (m / (pi * hbar**3) * (e * E_eff) ** 2
              * np.sum(spectrum * (1 - np.cos(angle)), axis=1) * pi / 60)


def averaged_mobility(rate):
    weight = en * np.exp(-en / kT)
    return e / m * np.sum(weight / rate) / np.sum(weight)


r0 = acoustic_rate(F) + 0 * en
r1 = r0 + acoustic_rate(F_01) * (en > gap_two)
r2 = r1 + intervalley_rate(en, w_g, D_g, m, F, 1, 0.0)
r3 = r2 + intervalley_rate(en, w_f, D_f, m_four, F_04, 4, gap_four)
r4 = r3 + rate_rough

eps_mean = (eps_r + eps_ox_r) / 2 * sc.epsilon_0
q_screen = e**2 / (2 * eps_mean) * N_2D / kT * (1 - np.exp(-N_s / N_2D))
k_th = np.sqrt(2 * m * kT) / hbar
image = (e**2 * (eps_r - eps_ox_r) / (eps_r + eps_ox_r)
         / (16 * pi * eps * (3 / b)))
decay = hbar / np.sqrt(2 * 0.5 * m0 * 3.1 * e)

print(f"Inputs: T = {T:.0f} K, kT = {kT_eV*1e3:.2f} meV")
print(f"m/m0 = {m/m0:.3f}, m_z/m0 = {m_z/m0:.3f}, eps_r = {eps_r}, oxide {eps_ox_r}")
print(f"D = {D/e:.1f} eV, rho = {rho:.0f} kg/m3, c = {c:.0f} m/s")
print(f"N_d = {N_d/1e16:.2f}e12 cm^-2, N_s = {N_s/1e16:.2f}e12 cm^-2")
print(f"N* = N_d + 11 N_s/32 = {(N_d+11*N_s/32)/1e16:.4f}e12 cm^-2")
print(f"b = {b/1e9:.4f} nm^-1; numerical minimum {b_numeric/1e9:.4f} nm^-1")
print(f"Energy parts: kinetic, depletion, Hartree/2 = "
      f"{parts[0]*1e3:.2f}, {parts[1]*1e3:.2f}, {parts[2]*1e3:.2f} meV")
print(f"Mean depth 3/b = {3e9/b:.3f} nm")
print(f"F = 3b/16 = {F/1e9:.5f} nm^-1")
print(f"F by z quadrature = {F_real/1e9:.5f} nm^-1, by q_z = {F_wave/1e9:.5f} nm^-1")
print(f"Width W = 1/F = {1e9/F:.3f} nm")
print(f"Acoustic rate = {acoustic_rate(F):.4e} s^-1")
print(f"Relaxation time = {1e12/acoustic_rate(F):.4f} ps")
print(f"Acoustic mobility = {mobility(F):.4f} m2/Vs = {mobility(F)*1e4:.0f} cm2/Vs")
print(f"Mobility per width = {mobility(F)*1e4*F/1e9:.1f} cm2/Vs per nm")
print(f"Brute-force/formula rate at b, 2b: "
      f"{ratios_elastic[0]:.4f}, {ratios_elastic[1]:.4f} (ratio)")
print(f"Effective field = {E_eff/1e8:.3f} MV/cm")
print(f"Field exponent: formula {exponent:.4f}, Hartree {exponent_h:.4f} (no unit)")
print("Table: N_s (1e12 cm^-2), W (nm), mu (cm2/Vs), mu with Hartree F (cm2/Vs)")
for n_row in (2.5e16, 5e16, 1e17):
    F_row = 3 * b_formula(n_row, N_d) / 16
    mu_h = mobility(hartree(n_row, N_d)[3])
    print(f"  {n_row/1e16:5.1f} {1e9/F_row:7.3f} {mobility(F_row)*1e4:7.0f} {mu_h*1e4:7.0f}")
print(f"Hartree F = {F_h/1e9:.5f} nm^-1, mean depth = {h*np.sum(z_nm*dens_h):.3f} nm")
print(f"Hartree F ratio, all densities times 8 = {F_h8/F_h:.4f} (no unit)")
print(f"Phonon energy hbar c b = {hbar*c*b/e*1e3:.2f} meV")
print(f"Inelastic/elastic acoustic mobility = {inelastic_ratio:.3f} (ratio)")
print(f"N_s/N_2D = {N_s/N_2D:.3f}, N_2D = {N_2D/1e16:.3f}e12 cm^-2")
print(f"Gap to next twofold subband = {gap_two/e*1e3:.1f} meV")
print(f"Gap to lowest fourfold subband = {gap_four/e*1e3:.1f} meV")
print(f"Occupation: lowest {100*pop_two[0]/N_s:.1f} %, other twofold "
      f"{100*pop_two[1:].sum()/N_s:.1f} %, fourfold {100*pop_four.sum()/N_s:.1f} %")
print(f"g phonon: {w_g/e*1e3:.0f} meV, {D_g/e/1e10:.0f}e8 eV/cm; "
      f"f phonon: {w_f/e*1e3:.0f} meV, {D_f/e/1e10:.0f}e8 eV/cm")
print(f"Intervalley brute-force/formula rate = {ratio_g:.4f} (ratio)")
print("Mobility as scattering is added, Maxwell average:")
print(f"  acoustic within subband 0: {averaged_mobility(r0)*1e4:.0f} cm2/Vs")
print(f"  + acoustic to subband 1: {averaged_mobility(r1)*1e4:.0f} cm2/Vs")
print(f"  + g phonons: {averaged_mobility(r2)*1e4:.0f} cm2/Vs")
print(f"  + f phonons: {averaged_mobility(r3)*1e4:.0f} cm2/Vs")
print(f"  + unscreened roughness: {averaged_mobility(r4)*1e4:.0f} cm2/Vs")
print(f"Roughness height {rough_h*1e9:.1f} nm, correlation length {rough_l*1e9:.1f} nm")
print(f"Screening wave number = {q_screen/1e9:.3f} nm^-1, thermal k = {k_th/1e9:.3f} nm^-1")
print(f"Image energy at mean depth = {image/e*1e3:.2f} meV")
print(f"Oxide decay length (3.1 eV, 0.5 m0) = {decay*1e9:.3f} nm")
print(f"Depletion width for N_A = {N_A/1e6:.1e} cm^-3: {N_d/N_A*1e9:.0f} nm")
print("no test failed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 192, in <module>
    assert abs(exponent_h - exponent) < 0.03, (exponent_h, exponent)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError: (np.float64(-0.26499196952583975), -0.2950191570881226)
```

Likely cause: The failed test required the Fang-Howard field exponent (−0.2950) to hold within 0.03 for the self-consistent Hartree solution, which gave −0.2650; but the formula is exact only within the Fang-Howard model, because the Hartree wavefunction changes shape when N_s varies at fixed N_d. That comparison is no longer an assertion: the formula is now tested to 0.001 against numerical energy minimization at two densities, and the Hartree exponent is printed as a measure of the trial function's error, about a tenth of the exponent. Two tests are added: the Hartree logarithmic derivatives of F with respect to N_s and N_d must sum to 1/3, and the trial function must underestimate F more in a purely triangular well than at the example's density. No tolerance of any other test is changed.

The change:

```diff
@@ -121,5 +121,5 @@
 
 
-def energy_parts(b_val):
+def energy_parts(b_val, n_inv):
     z = np.linspace(0, 45 / b_val, 6001)
     psi = np.sqrt(b_val**3 / 2) * z * np.exp(-b_val * z / 2)
@@ -128,14 +128,18 @@
     depletion = e**2 * N_d / eps * simpson(z * psi**2, x=z)
     enclosed = cumulative_trapezoid(psi**2, z, initial=0)
-    v_inv = e**2 * N_s / eps * cumulative_trapezoid(1 - enclosed, z, initial=0)
+    v_inv = e**2 * n_inv / eps * cumulative_trapezoid(1 - enclosed, z, initial=0)
     return kinetic, depletion, 0.5 * simpson(v_inv * psi**2, x=z)
 
 
-best = minimize_scalar(lambda s: sum(energy_parts(s * 1e9)) / e,
-                       bounds=(0.5, 6), method="bounded",
-                       options={"xatol": 1e-7})
-b_numeric = best.x * 1e9
+def b_minimum(n_inv):
+    best = minimize_scalar(lambda s: sum(energy_parts(s * 1e9, n_inv)) / e,
+                           bounds=(0.5, 6), method="bounded",
+                           options={"xatol": 1e-7})
+    return best.x * 1e9
+
+
+b_numeric = b_minimum(N_s)
 assert abs(b_numeric / b - 1) < 5e-4, b_numeric / b
-parts = np.array(energy_parts(b)) / e
+parts = np.array(energy_parts(b, N_s)) / e
 parts_formula = np.array([hbar**2 * b**2 / (8 * m_z), 3 * e**2 * N_d / (eps * b),
                           33 * e**2 * N_s / (32 * eps * b)]) / e
@@ -172,5 +176,5 @@
 
 
-_, e_tri, _, _ = hartree(0.0, N_s)
+_, e_tri, _, F_tri = hartree(0.0, N_s)
 airy = -ai_zeros(1)[0][0]
 e_airy = airy * (hbar**2 / (2 * m_z)) ** (1 / 3) * (e**2 * N_s / eps) ** (2 / 3) / e
@@ -182,13 +186,25 @@
 # The trial function has too long a tail, so only rough agreement is claimed.
 assert abs(F / F_h - 1) < 0.25, F / F_h
-
-# Local exponent of mobility against effective field at fixed N_d.
+# Its error depends on the potential shape and is larger in a triangular well.
+trial_ratio_tri = 3 * b_formula(0.0, N_s) / 16 / F_tri
+assert trial_ratio_tri < F / F_h < 1, (trial_ratio_tri, F / F_h)
+
+# Local exponent of mobility against effective field at fixed N_d. The formula
+# belongs to the trial function and is tested by minimizing its energy.
 E_eff = e * (N_d + N_s / 2) / eps
 exponent = -(11 * N_s / 32 / (N_d + 11 * N_s / 32)
              / (N_s / 2 / (N_d + N_s / 2))) / 3
 n_lo, n_hi = 0.9 * N_s, 1.1 * N_s
-exponent_h = (np.log(hartree(n_lo, N_d)[3] / hartree(n_hi, N_d)[3])
-              / np.log((N_d + n_hi / 2) / (N_d + n_lo / 2)))
-assert abs(exponent_h - exponent) < 0.03, (exponent_h, exponent)
+log_field = np.log((N_d + n_hi / 2) / (N_d + n_lo / 2))
+exponent_min = np.log(b_minimum(n_lo) / b_minimum(n_hi)) / log_field
+assert abs(exponent_min - exponent) < 1e-3, (exponent_min, exponent)
+
+# The Hartree exponent differs because the shape changes with N_s/N_d. Scaling
+# still fixes the sum of the two logarithmic density derivatives of F at 1/3.
+log_F_s = np.log(hartree(n_hi, N_d)[3] / hartree(n_lo, N_d)[3])
+log_F_d = np.log(hartree(N_s, 1.1 * N_d)[3] / hartree(N_s, 0.9 * N_d)[3])
+exponent_h = -log_F_s / log_field
+derivative_sum = (log_F_s + log_F_d) / np.log(1.1 / 0.9)
+assert abs(derivative_sum - 1 / 3) < 3e-3, derivative_sum
 
 # Subband occupation in the frozen Hartree potential.
@@ -276,5 +292,6 @@
       f"{ratios_elastic[0]:.4f}, {ratios_elastic[1]:.4f} (ratio)")
 print(f"Effective field = {E_eff/1e8:.3f} MV/cm")
-print(f"Field exponent: formula {exponent:.4f}, Hartree {exponent_h:.4f} (no unit)")
+print(f"Field exponent: formula {exponent:.4f}, energy minimum {exponent_min:.4f}, "
+      f"Hartree {exponent_h:.4f} (no unit)")
 print("Table: N_s (1e12 cm^-2), W (nm), mu (cm2/Vs), mu with Hartree F (cm2/Vs)")
 for n_row in (2.5e16, 5e16, 1e17):
@@ -283,5 +300,8 @@
     print(f"  {n_row/1e16:5.1f} {1e9/F_row:7.3f} {mobility(F_row)*1e4:7.0f} {mu_h*1e4:7.0f}")
 print(f"Hartree F = {F_h/1e9:.5f} nm^-1, mean depth = {h*np.sum(z_nm*dens_h):.3f} nm")
+print(f"Trial F / numerical F: example {F/F_h:.3f}, "
+      f"triangular well {trial_ratio_tri:.3f} (ratio)")
 print(f"Hartree F ratio, all densities times 8 = {F_h8/F_h:.4f} (no unit)")
+print(f"Sum of Hartree log derivatives of F = {derivative_sum:.4f} (no unit)")
 print(f"Phonon energy hbar c b = {hbar*c*b/e*1e3:.2f} meV")
 print(f"Inelastic/elastic acoustic mobility = {inelastic_ratio:.3f} (ratio)")
```

Output now:

```
Inputs: T = 300 K, kT = 25.85 meV
m/m0 = 0.190, m_z/m0 = 0.916, eps_r = 11.7, oxide 3.9
D = 12.0 eV, rho = 2329 kg/m3, c = 9000 m/s
N_d = 1.00e12 cm^-2, N_s = 5.00e12 cm^-2
N* = N_d + 11 N_s/32 = 2.7188e12 cm^-2
b = 1.8237 nm^-1; numerical minimum 1.8237 nm^-1
Energy parts: kinetic, depletion, Hartree/2 = 34.58, 25.44, 43.73 meV
Mean depth 3/b = 1.645 nm
F = 3b/16 = 0.34195 nm^-1
F by z quadrature = 0.34195 nm^-1, by q_z = 0.34195 nm^-1
Width W = 1/F = 2.924 nm
Acoustic rate = 4.0955e+12 s^-1
Relaxation time = 0.2442 ps
Acoustic mobility = 0.2260 m2/Vs = 2260 cm2/Vs
Mobility per width = 772.9 cm2/Vs per nm
Brute-force/formula rate at b, 2b: 1.0000, 1.0000 (ratio)
Effective field = 0.541 MV/cm
Field exponent: formula -0.2950, energy minimum -0.2949, Hartree -0.2650 (no unit)
Table: N_s (1e12 cm^-2), W (nm), mu (cm2/Vs), mu with Hartree F (cm2/Vs)
    2.5   3.319    2565    2158
    5.0   2.924    2260    1929
   10.0   2.484    1920    1661
Hartree F = 0.40074 nm^-1, mean depth = 1.544 nm
Trial F / numerical F: example 0.853, triangular well 0.816 (ratio)
Hartree F ratio, all densities times 8 = 2.0003 (no unit)
Sum of Hartree log derivatives of F = 0.3326 (no unit)
Phonon energy hbar c b = 10.80 meV
Inelastic/elastic acoustic mobility = 1.018 (ratio)
N_s/N_2D = 1.218, N_2D = 4.104e12 cm^-2
Gap to next twofold subband = 52.9 meV
Gap to lowest fourfold subband = 52.8 meV
Occupation: lowest 48.7 %, other twofold 11.8 %, fourfold 39.5 %
g phonon: 62 meV, 11e8 eV/cm; f phonon: 59 meV, 2e8 eV/cm
Intervalley brute-force/formula rate = 1.0000 (ratio)
Mobility as scattering is added, Maxwell average:
  acoustic within subband 0: 2260 cm2/Vs
  + acoustic to subband 1: 2059 cm2/Vs
  + g phonons: 1685 cm2/Vs
  + f phonons: 1661 cm2/Vs
  + unscreened roughness: 847 cm2/Vs
Roughness height 0.3 nm, correlation length 1.5 nm
Screening wave number = 1.297 nm^-1, thermal k = 0.359 nm^-1
Image energy at mean depth = 9.35 meV
Oxide decay length (3.1 eV, 0.5 m0) = 0.157 nm
Depletion width for N_A = 1.0e+17 cm^-3: 100 nm
no test failed
```
